# Griffith stress intensity of silicon and the effect of lattice trapping

## Problem

A straight, sharp crack runs through a large body of silicon that is pulled apart at right angles to the crack plane. The energy of a free surface is $\gamma=1.25\ \mathrm{J/m^2}$, and the elastic modulus that governs the crack is $E'=180$ GPa.

(a) Show how the energy released by crack growth depends on the stress intensity $K$.

(b) Find the value $K_G$ at which growth neither gains nor costs energy, and evaluate it.

(c) Say what $K_G$ does and does not tell about the load at which a real crack moves.

**Conventions.** The material is linear elastic and isotropic, with Young's modulus $E$, Poisson ratio $\nu$ and shear modulus $\mu=E/[2(1+\nu)]$. The body is thick along the crack front (plane strain), so $E'=E/(1-\nu^2)$. The stress intensity is defined by the tensile stress at a small distance $r$ straight ahead of the tip:
$$\sigma_{yy}\to\frac{K}{\sqrt{2\pi r}} .$$
Energies are per unit length of crack front. Here $\gamma$ belongs to one surface.

## Hints

1. Take a crack on $y=0$, $|x|<a$, under a remote tension $\sigma$. With $z=x+iy$, try fields built from $Y=\sigma\sqrt{z^2-a^2}$ and its derivative $Z=Y'$.
2. Find the stress ahead of the crack and the opening of its faces. The first gives $K$.
3. Imagine the crack already cut but held shut by tractions on its faces. Let these go slowly. How much work does the body do?
4. When the crack grows, how many surfaces appear?

## Full solution

### The elastic field

Choose the displacements
$$2\mu u_x=(1-2\nu)\,\mathrm{Re}\,Y-y\,\mathrm{Im}\,Z,$$
$$2\mu u_y=2(1-\nu)\,\mathrm{Im}\,Y-y\,\mathrm{Re}\,Z .$$
They are a trial form, to be justified by checking every condition. For an analytic function $f$, $\partial_x f=f'$ and $\partial_y f=if'$, so $\partial_y\mathrm{Re}f=-\mathrm{Im}f'$ and $\partial_y\mathrm{Im}f=\mathrm{Re}f'$. The strains follow:
$$2\mu\,\partial_xu_x=(1-2\nu)\,\mathrm{Re}Z-y\,\mathrm{Im}Z',$$
$$2\mu\,\partial_yu_y=2(1-\nu)\,\mathrm{Re}Z-\mathrm{Re}Z+y\,\mathrm{Im}Z'=(1-2\nu)\,\mathrm{Re}Z+y\,\mathrm{Im}Z'.$$
In the shear strain $\partial_yu_x+\partial_xu_y$, the terms in $\mathrm{Im}Z$ have the total coefficient $-(1-2\nu)-1+2(1-\nu)=0$. What remains is
$$2\mu(\partial_yu_x+\partial_xu_y)=-2y\,\mathrm{Re}Z'.$$

Hooke's law in plane strain adds to each normal stress the term $\lambda(\partial_xu_x+\partial_yu_y)$, with $\lambda=2\mu\nu/(1-2\nu)$. The sum of the two normal strains is $2(1-2\nu)\mathrm{Re}Z/(2\mu)$, so this term equals $2\nu\,\mathrm{Re}Z$. Hence
$$\sigma_{xx}=\mathrm{Re}Z-y\,\mathrm{Im}Z',\quad \sigma_{yy}=\mathrm{Re}Z+y\,\mathrm{Im}Z',\quad \sigma_{xy}=-y\,\mathrm{Re}Z'.$$

Equilibrium holds in both directions:
$$\partial_x\sigma_{xx}+\partial_y\sigma_{xy}=\mathrm{Re}Z'-y\,\mathrm{Im}Z''-\mathrm{Re}Z'+y\,\mathrm{Im}Z''=0,$$
$$\partial_x\sigma_{xy}+\partial_y\sigma_{yy}=-y\,\mathrm{Re}Z''-\mathrm{Im}Z'+\mathrm{Im}Z'+y\,\mathrm{Re}Z''=0.$$

Now the boundary conditions. Differentiating $Y$ gives $Z=\sigma z/\sqrt{z^2-a^2}$. On the crack faces the root is imaginary, so $\mathrm{Re}Z=0$; with $y=0$, both $\sigma_{yy}$ and $\sigma_{xy}$ vanish and the faces are free. Far away $Z\to\sigma$ and $yZ'\to0$, so the remote stress is a tension $\sigma$ along both $x$ and $y$.

The tension along $x$ does no harm. Removing it means adding a uniform stress $\sigma_{xx}=-\sigma$, which puts no traction on the crack plane and produces no jump of displacement across it. Neither $K$ nor the opening changes.

### Stress intensity and opening

Ahead of the right tip put $x=a+r$, $y=0$:
$$\sigma_{yy}=\frac{\sigma(a+r)}{\sqrt{r(2a+r)}}\;\longrightarrow\;\sigma\sqrt{\frac{a}{2r}}=\frac{\sigma\sqrt{\pi a}}{\sqrt{2\pi r}}\qquad(r\ll a).$$
Comparison with the definition gives
$$K=\sigma\sqrt{\pi a}.$$

On the upper face $\mathrm{Im}Y=\sigma\sqrt{a^2-x^2}$, so $u_y=\frac{1-\nu}{\mu}\sigma\sqrt{a^2-x^2}$. Since
$$\frac{1-\nu}{\mu}=\frac{2(1-\nu)(1+\nu)}{E}=\frac{2}{E'},$$
and the lower face moves equally far down, the opening is
$$\delta(x)=\frac{4\sigma}{E'}\sqrt{a^2-x^2}.$$
For a thin sheet (plane stress) the in-plane equations keep their form with $\nu$ replaced by $\nu/(1+\nu)$ at the same $\mu$. Then $(1-\nu)/\mu$ becomes $1/[\mu(1+\nu)]=2/E$, and $E'$ is simply $E$.

### Energy released

Start from the uncracked body under load. Cut it along $|x|<a$, but apply tractions $\sigma$ to the new faces so that nothing moves. Then reduce the tractions slowly to $(1-s)\sigma$, with $s$ going from 0 to 1. By linearity the opening is $s\,\delta(x)$. The faces move against the holding tractions, so the body does work on whatever holds them. Per unit area this is
$$\int_0^1(1-s)\sigma\,\delta\,ds=\tfrac12\sigma\delta .$$
The energy of the body together with its loading device falls by this amount. Since $\int_{-a}^{a}\sqrt{a^2-x^2}\,dx=\pi a^2/2$, the total is
$$U=\frac12\int_{-a}^{a}\sigma\delta\,dx=\frac12\,\sigma\,\frac{4\sigma}{E'}\,\frac{\pi a^2}{2}=\frac{\pi\sigma^2a^2}{E'} .$$

The crack has length $2a$. The energy release rate $G$ is the energy released per unit of new crack length:
$$G=\frac{dU}{d(2a)}=\frac12\,\frac{2\pi\sigma^2a}{E'}=\frac{\pi\sigma^2a}{E'}=\frac{K^2}{E'} .$$
This answers (a).

### The same result from the tip alone

The answer contains $K$ but neither $a$ nor $\sigma$ separately, which suggests that it belongs to the tip. To see this, let the tip advance by a small $\Delta$. Before the advance, the stress on the new segment is $K/\sqrt{2\pi r}$. After it, a point at $r$ lies a distance $\rho=\Delta-r$ behind the new tip. There $a^2-x^2\approx2a\rho$, so
$$\delta\approx\frac{4\sigma}{E'}\sqrt{2a\rho}=\frac{8K}{E'}\sqrt{\frac{\rho}{2\pi}} .$$
Releasing the tractions over this segment yields
$$G=\frac{1}{2\Delta}\,\frac{K}{\sqrt{2\pi}}\,\frac{8K}{E'\sqrt{2\pi}}\int_0^{\Delta}\sqrt{\frac{\Delta-r}{r}}\,dr .$$
With $r=\Delta\sin^2t$ the integral becomes $2\Delta\int_0^{\pi/2}\cos^2t\,dt=\pi\Delta/2$, and the factors combine to $G=K^2/E'$ again. The relation therefore serves any straight crack in this material whose tip is loaded in pure opening, whatever the outer shape of the body. If the tip is also sheared, the sliding of the faces releases further energy, which $K^2/E'$ leaves out.

### The Griffith condition

Growth to length $2a$ creates an upper and a lower surface, each of area $2a$ per unit length of front. Their cost is $4\gamma a$. Measured from the uncracked loaded body, the total energy is
$$W(a)=4\gamma a-\frac{\pi\sigma^2a^2}{E'} .$$
Its derivative vanishes when
$$4\gamma-\frac{2\pi\sigma^2a}{E'}=0\quad\Longrightarrow\quad G=\frac{\pi\sigma^2a}{E'}=2\gamma .$$
Inserting $G=K^2/E'$ gives
$$K_G=\sqrt{2\gamma E'} .$$
The second derivative, $-2\pi\sigma^2/E'$, is negative, so the stationary point is a maximum. At fixed load, a crack shorter than the critical length would lower its energy by closing, and a longer one by growing.

### Numbers

The surface cost per area of advance is $2\gamma=2.50\ \mathrm{J/m^2}$. Because $1\ \mathrm{J/m^2}=1\ \mathrm{Pa\,m}$,
$$2\gamma E'=2.50\times1.80\times10^{11}\ \mathrm{Pa^2\,m}=4.50\times10^{11}\ \mathrm{Pa^2\,m},$$
$$K_G=6.71\times10^5\ \mathrm{Pa\sqrt m}\approx0.67\ \mathrm{MPa\sqrt m} .$$
This answers (b). Had just one surface been counted, the result would have been $0.47\ \mathrm{MPa\sqrt m}$, too small by the factor $1/\sqrt2$.

The surface cost can be read per bond. On a (111) plane of silicon the atoms form a triangular net of spacing $a_0/\sqrt2$, where $a_0\approx0.543$ nm is the lattice constant. The area per atom is $\frac{\sqrt3}{2}\frac{a_0^2}{2}=0.128\ \mathrm{nm^2}$. If the cut passes between the widely spaced planes, it breaks one bond per atom. The cost is then $2.50\ \mathrm{J/m^2}\times0.128\ \mathrm{nm^2}$, or about 2.0 eV per bond, an energy of chemical size.

The linear field cannot hold right up to the tip. A stress of $E'/10=18$ GPa implies strains of order one tenth. At $K_G$ it is reached at
$$r=\frac{K_G^2}{2\pi(E'/10)^2}\approx0.22\ \mathrm{nm},$$
which is less than a lattice constant. For a crack of micrometre size, the region where linear elasticity breaks down is thus very small compared with the crack, and $K$ remains a good measure of the load on the tip. But that region is where bonds break, and there the continuum picture says nothing about how they do it.

### What the number means

For (c): $K_G$ is an energy balance. Below it, slow growth would raise the total energy. Above it, growth is favourable, but favourable does not mean free of barriers. The crystal is discrete, and the tip may have to pass a barrier for each bond. This is lattice trapping, treated in the first variation.

**Comparison with real silicon.** The inputs are typical in size for silicon, which cleaves in a brittle manner at room temperature. With $\delta K_G/K_G\approx\frac12(\delta\gamma/\gamma+\delta E'/E')$ for small changes, the relative error of each input enters with half its size.

- At fixed $E'$, raising $\gamma$ to $1.5\ \mathrm{J/m^2}$ raises $K_G$ by 9.5 %, to $0.73\ \mathrm{MPa\sqrt m}$.
- At fixed $\gamma$, replacing the nominal 180 GPa by the value 176.5 GPa, computed below for one crack orientation in the anisotropic crystal, lowers it by 1.0 %. This measures the change of input, not the effect of anisotropy alone. Other orientations differ more: with the same constants a (110) crack with its front along $[001]$ has $E'\approx163$ GPa, which lowers $K_G$ by 4.7 %.
- Heating by 300 K, with a rough modulus loss of 60 ppm/K and $\gamma$ held fixed, lowers it by 0.9 %.

Trapping may matter more than any of these, but its size in silicon is not determined here. Plastic flow at high temperature and chemical attack by the surroundings also lie outside the model.

The value 176.5 GPa uses a standard result that is quoted, not derived, and is not needed for the answer. Let $C_{ijkl}$ be the elastic constants, and let $\mathbf m,\mathbf n$ be perpendicular unit vectors that turn together in the plane normal to the crack front. Define $Q_{ik}=C_{ijks}m_jm_s$, $R_{ik}=C_{ijks}m_jn_s$ and $T_{ik}=C_{ijks}n_jn_s$, summed over repeated indices. If $L$ is the average of $Q-RT^{-1}R^{T}$ over all angles, then $E'=2/(L^{-1})_{22}$, where axis 2 is normal to the crack plane. With rough constants $C_{11},C_{12},C_{44}=166,64,80$ GPa, a (111) crack with its front along $[1\bar10]$ has $E'=176.5$ GPa. The last digit belongs to the rounded constants: with $165.7, 63.9, 79.6$ GPa the value is $175.9$ GPa. Isotropic constants belonging to 180 GPa return 180 GPa, as they must.

## Variation 1: a crack in a chain of atoms

**Question.** Atoms $n=\dots,-1,0,1,\dots$ lie in a row above the crack plane and move only normal to it, by $u_n$. Springs $k$ link each atom to its two neighbours and to a grip displaced by $D$. A bond of stiffness $2k$ ties it to the mirror plane and snaps at $u_n=u_c$. A snapped bond re-forms if $u_n$ falls back to $u_c$. Over what range of load does the crack stay at rest?

**Solution.** First find the Griffith load. Far ahead of the tip, where bonds are intact, the balance $k(D-u)=2ku$ gives $u=D/3$. The energy per atom is
$$\tfrac12k\left(\tfrac{2D}{3}\right)^2+\tfrac12(2k)\left(\tfrac D3\right)^2=\frac{kD^2}{3} .$$
Far behind the tip $u=D$ and all springs are relaxed, but each snapped bond has cost $\frac12(2k)u_c^2=ku_c^2$. An advance by one site turns one atom of the first kind into one of the second, while the pattern around the tip merely shifts. The two energies are equal at
$$D_G=\sqrt3\,u_c\approx1.732\,u_c .$$

Next find the displacements at the tip. Let bonds be intact for $n\ge1$ and broken for $n\le0$. Force balance reads
$$u_{n+1}+u_{n-1}-2u_n+(D-u_n)-2u_n=0\qquad(n\ge1),$$
and the last term is absent for $n\le0$. Deviations from the uniform values that vary as $r^{n}$ obey $r+1/r=5$ ahead and $r+1/r=3$ behind. The roots below one are
$$r_1=\frac{5-\sqrt{21}}2\approx0.209,\qquad r_2=\frac{3-\sqrt5}2\approx0.382 .$$
Solutions that decay away from the tip are therefore
$$u_n=\frac D3+B\,r_1^{\,n-1}\ (n\ge1),\qquad u_n=D-A\,r_2^{-n}\ (n\le0).$$
The balance at site 1 holds if the first formula, continued to $n=0$, gives the true $u_0$. The balance at site 0 holds if the second, continued to $n=1$, gives the true $u_1$:
$$\frac D3+\frac B{r_1}=D-A,\qquad D-\frac A{r_2}=\frac D3+B .$$
Both say that $2D/3$ equals a combination of $A$ and $B$:
$$\frac{2D}3=A+\frac B{r_1}=\frac A{r_2}+B .$$
Put $p=1/r_2-1$ and $q=1/r_1-1$. The last equality gives $Ap=Bq$. Inserting $A=Bq/p$ and $1/r_1=q+1$ into the first gives
$$B=\frac{2D}{3}\,\frac{p}{p+q+pq},\qquad A=\frac{2D}{3}\,\frac{q}{p+q+pq} .$$

The crack advances when the most stretched intact bond snaps, $u_1=D/3+B=u_c$. It heals when the nearest broken bond re-forms, $u_0=D-A=u_c$. The thresholds are
$$D_+=2.343\,u_c,\qquad D_-=1.280\,u_c .$$
They agree with a direct numerical solution of the force balance for 80 atoms. The energy available per site is proportional to $D^2$, as $G$ is to $K^2$, so ratios of $D$ are ratios of $K$:
$$\frac{K_+}{K_G}=1.35,\qquad\frac{K_-}{K_G}=0.74 .$$

Between these limits a crack at rest, without thermal motion, neither opens nor heals by itself. A crack that is already running is another matter: in an undamped chain the motion of the atoms carries it on at loads well below $D_+$, for instance at $1.2\,D_G$. At the Griffith load the first intact bond is stretched to only $1.732/2.343\approx74\,\%$ of its breaking point: the energy balance is met on average over a step, but the next bond still holds. At $D_+$ the energy available per site is $1.35^2\approx1.8$ times the cost of a bond. The surplus is not used up by surfaces and must go into motion of the atoms.

Applied to silicon, the factor 1.35 would move the onset of growth from 0.67 to about $0.91\ \mathrm{MPa\sqrt m}$. That is an illustration, not a prediction: the chain has one row, equal springs and bonds that snap suddenly, and it leaves out thermal motion, which can help a bond over its barrier. The factor itself depends on the number of rows: with the same springs and bonds it rises to 1.43 for two rows and 1.54 for thirty.

## Variation 2: stress and crack size

**Question.** For the same silicon, what stress brings a crack of half-length $1.0\ \mathrm{\mu m}$ to the Griffith point? Under a stress of 0.40 GPa, what happens to a crack of half-length $1.30\ \mathrm{\mu m}$?

**Solution.** From $K=\sigma\sqrt{\pi a}$,
$$\sigma_c=\frac{K_G}{\sqrt{\pi a}}=\frac{0.6708\ \mathrm{MPa\sqrt m}}{\sqrt{\pi\times1.0\times10^{-6}\ \mathrm m}}\approx378\ \mathrm{MPa} .$$
A crack four times as long needs half this stress. In the opposite limit $a\to0$ the formula gives an unlimited strength, which cannot be right. It already demands $E'/10$ at $a=K_G^2/[\pi(E'/10)^2]$, twice the distance 0.22 nm found above. For flaws of atomic size the bonds themselves set the strength.

At 0.40 GPa the critical half-length is
$$a_c=\frac{K_G^2}{\pi\sigma^2}\approx0.90\ \mathrm{\mu m},$$
so the given crack is longer than critical. Its release rate is
$$G=\frac{\pi(0.40\times10^9\ \mathrm{Pa})^2(1.30\times10^{-6}\ \mathrm m)}{1.80\times10^{11}\ \mathrm{Pa}}\approx3.63\ \mathrm{J/m^2} .$$
The numerical output gives the same value from an energy-flux integral around one tip and from the derivative of the released energy.

Since $3.63>2.50$, growth lowers the total energy. Yet $K/K_G=\sqrt{3.63/2.50}\approx1.2$, which is below the chain's advance threshold of 1.35. If silicon trapped cracks as strongly as that chain, this crack, starting from rest and without thermal motion, would stay at rest although the Griffith condition is exceeded. The barrier is small, however: at this load, pulling the first intact bond of the chain to $u_c$ costs only 2.6 % of the cost of a bond. At 2.0 eV per bond this is about 0.05 eV, roughly $2k_BT$ at room temperature, so the chain would not hold the crack there. Without trapping it would run, and at constant stress $G$ would rise in proportion to its length.

## Computed values

```
surface energy gamma = 1.25 J/m^2
plane-strain modulus E' = 180 GPa
critical release rate 2 gamma = 2.50 J/m^2
product 2 gamma E' = 4.500e+11 Pa^2 m
Griffith K_G = 0.6708 MPa sqrt(m)
K_G from energy maximum = 0.6708 MPa sqrt(m)
wrong K, one surface only = 0.4743 MPa sqrt(m)
test crack: load = 0.40 GPa, a = 1.30 um
  G from K^2/E' = 3.63028 J/m^2
  G from contour = 3.63028 J/m^2
  G from energy derivative = 3.63028 J/m^2
Griffith half-length at this load = 0.8952 um
lattice constant (rough) = 0.543 nm
area per (111) bond = 0.1277 nm^2
surface energy cost per bond = 1.99 eV
example crack half-length = 1.0 um
critical stress of example crack = 378 MPa
chain D_G/u_c = 1.7321 (no unit)
chain D+/u_c = 2.3431 (no unit)
chain D-/u_c = 1.2803 (no unit)
chain K+/K_G = 1.3528 (no unit)
chain K-/K_G = 0.7392 (no unit)
chain decay factor ahead = 0.2087 (no unit)
chain decay factor behind = 0.3820 (no unit)
rough C11, C12, C44 = 166, 64, 80 GPa
anisotropic E' for (111)[1-10] = 176.5 GPa
K_G with it = 0.6642 MPa sqrt(m)
  change = -1.0 %
K_G at gamma 1.50 J/m^2 = 0.7348 MPa sqrt(m)
  change = +9.5 %
modulus softening (rough) = 60 ppm/K
K_G change for 300 K heating = -0.9 %
distance where stress is E'/10 = 0.221 nm
```
